# Christoffel's equation: three plane-wave speeds in an anisotropic crystal: verification in Python

```python
"""Plane waves in an anisotropic elastic crystal.
Result under test: u = a f(n.x - v t) solves the elastic equation of motion
when Gamma a = rho v^2 a, with Gamma_ik = C_ijkl n_j n_l.
C: stiffness (6x6 Voigt, order 11,22,33,23,13,12, engineering shear strains),
rho: density, n: unit wave normal, a: polarization, v: phase velocity.
The example is a (110) silicon wafer with rough, rounded material values.
"""
import numpy as np

VOIGT = np.array([[0, 5, 4], [5, 1, 3], [4, 3, 2]])


def unit(vector):
    vector = np.array(vector, dtype=float)
    return vector / np.linalg.norm(vector)


def christoffel(C, k):
    """Contract the full fourth-rank stiffness with a wave vector."""
    C4 = C[VOIGT[:, :, None, None], VOIGT[None, None, :, :]]
    return np.einsum('ijkl,j,l->ik', C4, k, k)


def stress(C, G):
    """Hooke's law in Voigt form; G[k, l] = d u_k / d x_l."""
    strain = np.array([G[0, 0], G[1, 1], G[2, 2], G[1, 2] + G[2, 1],
                       G[0, 2] + G[2, 0], G[0, 1] + G[1, 0]])
    return (C @ strain)[VOIGT]


def cubic(c11, c12, c44):
    C = np.diag([c11 - c12] * 3 + [c44] * 3).astype(float)
    C[:3, :3] += c12
    return C


# ---------- triclinic test crystal in scaled units, density 1 ----------
rng = np.random.default_rng(4)
factor = np.linalg.cholesky(cubic(3.0, 1.0, 1.0))
factor = factor + 0.15 * rng.uniform(-1, 1, (6, 6))
C_tri = factor @ factor.T
assert np.linalg.eigvalsh(C_tri)[0] > 0
n_gen = unit([1, 2, 3])
lam_tri, pol_tri = np.linalg.eigh(christoffel(C_tri, n_gen))
v_tri = np.sqrt(lam_tri)


def residual(a, v):
    """Relative misfit of momentum balance, from nested differences."""
    h, x0, t0 = 1e-3, np.array([0.2, -0.1, 0.3]), 0.1
    axes = np.eye(3) * h

    def u(x, t):
        return a * np.exp(-0.5 * (n_gen @ x - v * t) ** 2)

    def sigma(x):
        G = np.array([(u(x + e, t0) - u(x - e, t0)) / (2 * h)
                      for e in axes]).T
        return stress(C_tri, G)

    force = sum((sigma(x0 + axes[j])[:, j] - sigma(x0 - axes[j])[:, j])
                / (2 * h) for j in range(3))
    accel = (u(x0, t0 + h) - 2 * u(x0, t0) + u(x0, t0 - h)) / h**2
    return np.linalg.norm(force - accel) / np.linalg.norm(accel)


res_good = max(residual(pol_tri[:, m], v_tri[m]) for m in range(3))
res_bad = residual(unit(pol_tri[:, 0] + pol_tri[:, 2]), v_tri[0])
assert res_good < 1e-4 and res_bad > 0.05

# A pulse of arbitrary polarization: integrate the coupled field in time
# from Hooke's law, then compare with three pairs of travelling pulses.
points, length, dt, steps = 256, 30.0, 1e-3, 4000
s = (np.arange(points) - points // 2) * length / points
ik = 2j * np.pi * np.fft.rfftfreq(points, length / points)
ik[-1] = 0.0


def ddx(field):
    return np.fft.irfft(ik * np.fft.rfft(field, axis=-1), n=points, axis=-1)


def acceleration(field):
    G = ddx(field)[:, None, :] * n_gen[None, :, None]
    return ddx(np.einsum('ijs,j->is', stress(C_tri, G), n_gen))


def pulse(x):
    return np.exp(-x**2 / (2 * 0.6**2))


start = unit([1.0, -0.4, 0.7])
old = start[:, None] * pulse(s)
now = old + 0.5 * dt**2 * acceleration(old)
for _ in range(steps - 1):
    old, now = now, 2 * now - old + dt**2 * acceleration(now)
t_end = steps * dt
split = sum(0.5 * (pol_tri[:, m] @ start) * pol_tri[:, m][:, None]
            * (pulse(s - v_tri[m] * t_end) + pulse(s + v_tri[m] * t_end))
            for m in range(3))
split_error = np.max(abs(now - split)) / np.max(abs(split))
assert split_error < 1e-3

# Symmetry of Gamma needs an energy; positive waves do not imply stability.
C_no_energy = C_tri.copy()
C_no_energy[0, 5] += 0.5
G_no_energy = christoffel(C_no_energy, n_gen)
assert np.max(abs(G_no_energy - G_no_energy.T)) > 1e-2
C_unstable = cubic(1.0, -1.0, 1.0)
energy_min = np.linalg.eigvalsh(C_unstable)[0]
wave_min = min(np.linalg.eigvalsh(christoffel(C_unstable, unit(d)))[0]
               for d in rng.normal(size=(200, 3)))
assert energy_min < 0 < wave_min

# ---------- silicon wafer: rough, rounded typical values ----------
GPa = 1e9
c11, c12, c44 = 165 * GPa, 65 * GPa, 80 * GPa
rho, thickness, freq = 2330.0, 500e-6, 100e6
C_si = cubic(c11, c12, c44)
assert np.linalg.eigvalsh(C_si)[0] > 0


def gamma_from_traction(C, n):
    """Column k: traction on the plane n for displacement gradient e_k n."""
    return np.array([stress(C, np.outer(e, n)) @ n for e in np.eye(3)]).T


for d in rng.normal(size=(20, 3)):
    n = unit(d)
    formula = (c12 + c44) * np.outer(n, n)
    np.fill_diagonal(formula, c11 * n**2 + c44 * (1 - n**2))
    direct = gamma_from_traction(C_si, n)
    assert np.allclose(direct, formula, rtol=1e-11, atol=1.0)
    assert np.isclose(np.trace(direct), c11 + 2 * c44)
    iso = gamma_from_traction(cubic(c11, c11 - 2 * c44, c44), n)
    assert np.allclose(np.linalg.eigvalsh(iso), sorted([c44, c44, c11]))

c_long = (c11 + c12) / 2 + c44
c_slow = (c11 - c12) / 2
closed = {(1, 0, 0): [c11, c44, c44], (1, 1, 0): [c_long, c44, c_slow],
          (1, 1, 1): [(c11 + 2 * c12 + 4 * c44) / 3]
          + [(c11 - c12 + c44) / 3] * 2}
for d, values in closed.items():
    found = np.linalg.eigvalsh(gamma_from_traction(C_si, unit(d)))
    assert np.allclose(found, sorted(values), rtol=1e-10)
n110 = unit([1, 1, 0])
gam110 = gamma_from_traction(C_si, n110)
pols110 = [n110, unit([0, 0, 1]), unit([1, -1, 0])]
for a, value in zip(pols110, closed[(1, 1, 0)]):
    assert np.allclose(gam110 @ a, value * a, atol=1.0)

v110 = np.array([np.sqrt(a @ gam110 @ a / rho) for a in pols110])
times = 2 * thickness / v110
times_read = np.round(times * 1e9, 1) * 1e-9
vL, vT1, vT2 = 2 * thickness / times_read
recovered = rho * np.array([vL**2 + vT2**2 - vT1**2,
                            vL**2 - vT1**2 - vT2**2, vT1**2])
assert np.max(abs(recovered - [c11, c12, c44])) < 0.3 * GPa

# General direction [123]: phase velocity, polarization, energy direction.
gam123 = christoffel(C_si, n_gen)
lam123, pol123 = np.linalg.eigh(gam123)
v123 = np.sqrt(lam123 / rho)
C4_si = C_si[VOIGT[:, :, None, None], VOIGT[None, None, :, :]]
group_speed, skew, pol_angle = [], [], []
for m in range(3):
    a = pol123[:, m]
    group = np.einsum('ijkl,i,k,l->j', C4_si, a, a, n_gen) / (rho * v123[m])
    h = 1e-5

    def omega(k):
        return np.sqrt(np.linalg.eigvalsh(christoffel(C_si, k))[m] / rho)

    numeric = np.array([(omega(n_gen + h * e) - omega(n_gen - h * e))
                        / (2 * h) for e in np.eye(3)])
    assert np.allclose(group, numeric, rtol=1e-6, atol=1e-2)
    assert np.isclose(numeric @ n_gen, v123[m], rtol=1e-6)
    speed = np.linalg.norm(group)
    group_speed.append(speed)
    skew.append(np.degrees(np.arccos(min(1.0, group @ n_gen / speed))))
    pol_angle.append(np.degrees(np.arccos(min(1.0, abs(a @ n_gen)))))

# ---------- effects outside the model, for the longitudinal echo ----------
heating, temp_coeff = 100.0, -7e-5
shift_temp = 0.5 * temp_coeff * heating

# Static uniaxial strain: second derivative of a finite-strain energy.
third_order, static_stress = -1500 * GPa, 100e6
static_strain = static_stress / c_long


def finite_strain_energy(stretch):
    E = (stretch**2 - 1) / 2
    return c_long * E**2 / 2 + third_order * E**3 / 6


h = 1e-4
F = 1 + static_strain
tangent = (finite_strain_energy(F + h) - 2 * finite_strain_energy(F)
           + finite_strain_energy(F - h)) / h**2
shift_stress = (3 + third_order / c_long) * static_strain / 2
assert np.isclose((tangent / c_long - 1) / 2, shift_stress, rtol=0.01)

# Adiabatic stiffness: internal energy followed at constant entropy.
T0, expansion, heat_mass, diffusivity = 300.0, 2.6e-6, 700.0, 0.9e-4
heat_vol = rho * heat_mass
bulk = (c11 + 2 * c12) / 3
thermal_stress = 3 * expansion * bulk
delta_c = T0 * thermal_stress**2 / heat_vol


def internal_energy(strain):
    T = T0 * np.exp(-thermal_stress * strain / heat_vol)
    free = (c_long * strain**2 / 2 - thermal_stress * strain * (T - T0)
            + heat_vol * (T - T0 - T * np.log(T / T0)))
    entropy = thermal_stress * strain + heat_vol * np.log(T / T0)
    return free + T * entropy


h = 1e-3
adiabatic = (internal_energy(h) - 2 * internal_energy(0.0)
             + internal_energy(-h)) / h**2
assert np.isclose(adiabatic - c_long, delta_c, rtol=1e-3)
shift_adiabatic = delta_c / (2 * c_long)
heat_ratio = 2 * np.pi * freq * diffusivity / v110[0]**2
assert heat_ratio < 0.01


def tilted_speeds(angle, azimuth):
    side = np.cos(azimuth) * pols110[1] + np.sin(azimuth) * pols110[2]
    n = np.cos(angle) * n110 + np.sin(angle) * side
    return np.sqrt(np.linalg.eigvalsh(christoffel(C_si, n)) / rho)


azimuths = np.linspace(0, np.pi, 37)
miscut = np.radians(1.0)
shift_miscut = np.max([abs(tilted_speeds(miscut, p) / np.sort(v110) - 1)
                       for p in azimuths], axis=0)
wavelength = v110[0] / freq
wave_number = 2 * np.pi / wavelength
radius = 3e-3
beam_angle = np.arctan(np.pi / radius / wave_number)
shift_beam = max(abs(tilted_speeds(beam_angle, p)[2]
                     / np.cos(beam_angle) / v110[0] - 1) for p in azimuths)

# Lattice dispersion: a ring of equal masses and springs checks the estimate.
ring = 60
D = 2 * np.eye(ring) - np.roll(np.eye(ring), 1, 0) - np.roll(np.eye(ring), -1, 0)
k_ring = 2 * np.pi / ring
ring_speed = np.sqrt(np.linalg.eigvalsh(D)[1]) / k_ring
assert np.isclose(1 - ring_speed, k_ring**2 / 24, rtol=1e-3)
period = 0.543e-9 / np.sqrt(2)
shift_lattice = -(wave_number * period)**2 / 24

# ---------- printed results ----------
print(f"Triclinic test: wave residual {res_good:.1e}, wrong pol. {res_bad:.2f}")
print(f"Triclinic test: pulse-splitting error {split_error:.1e}")
print(f"Counterexample (scaled): min energy eig {energy_min:.2f}, "
      f"min wave eig {wave_min:.2f}")
print("INPUT, rough silicon values")
print(f"C11, C12, C44 = {c11/GPa:.0f}, {c12/GPa:.0f}, {c44/GPa:.0f} GPa")
print(f"density = {rho:.0f} kg/m3; wafer = {thickness*1e6:.0f} um; "
      f"frequency = {freq/1e6:.0f} MHz")
print(f"anisotropy 2C44/(C11-C12) = {2*c44/(c11-c12):.2f}")
print("CLOSED EIGENVALUES rho v^2 and velocities")
for d, values in closed.items():
    print(d, "GPa:", " ".join(f"{x/GPa:.1f}" for x in values),
          "| m/s:", " ".join(f"{np.sqrt(x/rho):.0f}" for x in values))
print("(110) WAFER: L, T1 along [001], T2 along [1-10]")
print("round-trip times =", " ".join(f"{t*1e9:.2f}" for t in times), "ns")
print("times as read =", " ".join(f"{t*1e9:.1f}" for t in times_read), "ns")
print("recovered C11, C12, C44 =",
      " ".join(f"{x/GPa:.2f}" for x in recovered), "GPa")
print(f"longitudinal wavelength = {wavelength*1e6:.1f} um")
print("DIRECTION [123]: Christoffel matrix in GPa")
for row in gam123:
    print("  ", " ".join(f"{x/GPa:8.3f}" for x in row))
print(f"trace = {np.trace(gam123)/GPa:.1f} GPa")
for m in range(3):
    print(f"mode {m+1}: rho v^2 = {lam123[m]/GPa:.2f} GPa, "
          f"v = {v123[m]:.0f} m/s, group speed = {group_speed[m]:.0f} m/s")
    print(f"   polarization to n = {pol_angle[m]:.2f} deg, "
          f"energy skew = {skew[m]:.2f} deg")
    print("   polarization =", " ".join(f"{x:.3f}" for x in pol123[:, m]))
print("NEGLECTED EFFECTS: relative change of longitudinal velocity")
print(f"heating by {heating:.0f} K, coefficient {temp_coeff:.0e} /K: "
      f"{100*shift_temp:.2f} %")
print(f"stress {static_stress/1e6:.0f} MPa, strain {static_strain:.2e}, "
      f"third-order modulus {third_order/GPa:.0f} GPa")
print(f"   stress shift = {100*shift_stress:.3f} %")
print(f"T = {T0:.0f} K, expansion = {expansion:.1e} /K, "
      f"heat capacity = {heat_mass:.0f} J/(kg K)")
print(f"bulk modulus = {bulk/GPa:.1f} GPa, adiabatic - isothermal = "
      f"{delta_c/GPa:.3f} GPa")
print(f"   adiabatic shift = {100*shift_adiabatic:.3f} %")
print(f"diffusivity = {diffusivity*1e4:.1f} cm2/s, "
      f"omega D/v^2 = {heat_ratio:.1e}")
print("1 deg miscut, largest shift for T2, T1, L =",
      " ".join(f"{100*x:.3f}" for x in shift_miscut), "%")
print(f"transducer radius {radius*1e3:.0f} mm: beam shift about "
      f"{100*shift_beam:.4f} %")
print(f"lattice period {period*1e9:.3f} nm: dispersion about "
      f"{shift_lattice:.1e} (fraction)")
print("ALL CHECKS PASSED")
```

Printed output:

```
Triclinic test: wave residual 4.9e-07, wrong pol. 2.63
Triclinic test: pulse-splitting error 5.3e-06
Counterexample (scaled): min energy eig -1.00, min wave eig 1.00
INPUT, rough silicon values
C11, C12, C44 = 165, 65, 80 GPa
density = 2330 kg/m3; wafer = 500 um; frequency = 100 MHz
anisotropy 2C44/(C11-C12) = 1.60
CLOSED EIGENVALUES rho v^2 and velocities
(1, 0, 0) GPa: 165.0 80.0 80.0 | m/s: 8415 5860 5860
(1, 1, 0) GPa: 195.0 80.0 50.0 | m/s: 9148 5860 4632
(1, 1, 1) GPa: 205.0 60.0 60.0 | m/s: 9380 5075 5075
(110) WAFER: L, T1 along [001], T2 along [1-10]
round-trip times = 109.31 170.66 215.87 ns
times as read = 109.3 170.7 215.9 ns
recovered C11, C12, C44 = 165.06 65.09 79.96 GPa
longitudinal wavelength = 91.5 um
DIRECTION [123]: Christoffel matrix in GPa
     86.071   20.714   31.071
     20.714  104.286   62.143
     31.071   62.143  134.643
trace = 325.0 GPa
mode 1: rho v^2 = 55.08 GPa, v = 4862 m/s, group speed = 5054 m/s
   polarization to n = 85.67 deg, energy skew = 15.86 deg
   polarization = -0.142 -0.753 0.643
mode 2: rho v^2 = 73.88 GPa, v = 5631 m/s, group speed = 5817 m/s
   polarization to n = 87.45 deg, energy skew = 14.55 deg
   polarization = -0.936 0.313 0.159
mode 3: rho v^2 = 196.05 GPa, v = 9173 m/s, group speed = 9226 m/s
   polarization to n = 5.03 deg, energy skew = 6.15 deg
   polarization = -0.321 -0.580 -0.749
NEGLECTED EFFECTS: relative change of longitudinal velocity
heating by 100 K, coefficient -7e-05 /K: -0.35 %
stress 100 MPa, strain 5.13e-04, third-order modulus -1500 GPa
   stress shift = -0.120 %
T = 300 K, expansion = 2.6e-06 /K, heat capacity = 700 J/(kg K)
bulk modulus = 98.3 GPa, adiabatic - isothermal = 0.108 GPa
   adiabatic shift = 0.028 %
diffusivity = 0.9 cm2/s, omega D/v^2 = 6.8e-04
1 deg miscut, largest shift for T2, T1, L = 0.029 0.019 0.007 %
transducer radius 3 mm: beam shift about 0.0157 %
lattice period 0.384 nm: dispersion about -2.9e-11 (fraction)
ALL CHECKS PASSED
```
